# Critical Thickness for the Second Compound Layer in the Gösele–Tu Model

When a nickel film on silicon is heated to about 573 K, the phase diagram allows several silicides between the two elements. Yet a thin film commonly forms Ni\(_2\)Si first, and NiSi appears after the nickel has been used up. Diffusion alone does not explain the absence of a phase: a very thin layer offers almost no diffusion resistance, so it should pass a very large flux and thicken. The Gösele–Tu model removes this conclusion by giving each interface a finite reaction rate. A thin layer then passes a limited flux, and a neighbour that supplies atoms faster can consume it.

Consider pure A, called \(\alpha\), and pure B, called \(\delta\), with two compounds in the order \(\alpha/\beta/\gamma/\delta\). The \(\beta\) phase holds \(a_\beta\) atoms of A per B atom and \(\gamma\) holds \(a_\gamma\), with \(a_\beta>a_\gamma>0\). The layers are planar and continuous, and their homogeneity ranges are so narrow that these ratios are constants in the atom balances. The thickness of layer \(i\) is \(x_i\), its volume per B atom is \(v_i\), and \(N_i=x_i/v_i\) is its number of B atoms per area. The relations below contain no quantum constant and keep their form in atomic units or any other consistent set.

Both elements may move. Let \(j_A^i\) and \(j_B^i\) be their fluxes relative to the lattice of layer \(i\), positive from \(\alpha\) to \(\delta\). They are taken as uniform across a layer, which requires diffusion to adjust faster than the layer grows. A unit of compound means one B atom with its share of A.

At \(\alpha/\beta\), new \(\beta\) needs B atoms that arrive through \(\beta\), while \(\alpha\) supplies whatever A is needed. The rate of formation there, in units per area and time, is
\[
u_1=-j_B^\beta .
\]
At \(\beta/\gamma\), let \(u_2\) units of \(\beta\) and \(w_2\) units of \(\gamma\) form, a negative value meaning consumption. Conservation of A and of B gives
\[
j_A^\beta-j_A^\gamma=a_\beta u_2+a_\gamma w_2,\qquad
j_B^\beta-j_B^\gamma=u_2+w_2 .
\]
At \(\gamma/\delta\), \(\delta\) supplies the B atoms and the arriving A sets the rate, \(w_3=j_A^\gamma/a_\gamma\).

Multiplying the B balance by \(a_\gamma\) and subtracting it from the A balance eliminates \(w_2\):
\[
(a_\beta-a_\gamma)u_2=j_A^\beta-a_\gamma j_B^\beta-j_A^\gamma+a_\gamma j_B^\gamma .
\]
The growth of \(\beta\) is \(u_1+u_2=u_2-j_B^\beta\). Putting \(-j_B^\beta\) over the same denominator changes the coefficient of \(j_B^\beta\) from \(-a_\gamma\) to \(-a_\beta\). The two elements therefore enter only through
\[
J_i=j_A^i-a_i j_B^i ,
\]
the flux of A relative to B, and
\[
\frac{dN_\beta}{dt}=\frac{J_\beta-J_\gamma}{a_\beta-a_\gamma}. \tag{1}
\]
The growth of \(\gamma\) is \(w_2+w_3\). With \(w_2=j_B^\beta-j_B^\gamma-u_2\),
\[
\frac{dN_\gamma}{dt}
=\frac{j_A^\gamma-a_\gamma j_B^\gamma}{a_\gamma}-(u_2-j_B^\beta)
=\frac{J_\gamma}{a_\gamma}-\frac{J_\beta-J_\gamma}{a_\beta-a_\gamma}. \tag{2}
\]
The first term is the gain of \(\gamma\) from B, and the second is its loss to \(\beta\).

By (1), \(\beta\) grows when \(J_\beta>J_\gamma\). For \(\gamma\), multiply the condition \(dN_\gamma/dt>0\) by the positive number \(a_\gamma(a_\beta-a_\gamma)\):
\[
(a_\beta-a_\gamma)J_\gamma-a_\gamma J_\beta+a_\gamma J_\gamma>0
\quad\Longrightarrow\quad
\frac{J_\beta}{J_\gamma}<\frac{a_\beta}{a_\gamma}. \tag{3}
\]
Both layers grow when the flux ratio lies between 1 and \(a_\beta/a_\gamma\). Above this window \(\gamma\) shrinks, and below it \(\beta\) shrinks.

The fluxes now have to be related to the thicknesses. Let \(C_L\) and \(C_R\) be the concentrations of A in a layer at equilibrium with its left and right neighbours, and \(\Delta C=C_L-C_R>0\). While current flows, the actual boundary concentrations are \(c_L<C_L\) and \(c_R>C_R\). The interface reactions are assumed to be of first order, with constants \(k_L\) and \(k_R\), and \(D\) is the interdiffusion coefficient that belongs to the relative flux \(J\). In a quasi-steady state the same flux passes all three stages:
\[
J=k_L(C_L-c_L)=\frac{D}{x}(c_L-c_R)=k_R(c_R-C_R).
\]
Dividing each expression by its coefficient and adding the three concentration differences gives
\[
\Delta C=J\left(\frac1{k_L}+\frac{x}{D}+\frac1{k_R}\right).
\]
Define \(1/k=1/k_L+1/k_R\), \(K=D\,\Delta C\) and \(s=k\,\Delta C\) for each layer. Then
\[
J_i=\frac{1}{1/s_i+x_i/K_i}. \tag{4}
\]
Here \(s_i\) is the largest flux that the interfaces of layer \(i\) allow. The length \(K_i/s_i=D_i/k_i\) is the thickness at which diffusion and interfaces resist equally.

For a \(\gamma\) layer much thinner than \(K_\gamma/s_\gamma\), equation (4) gives \(J_\gamma\to s_\gamma\). Condition (3) becomes \(J_\beta<(a_\beta/a_\gamma)s_\gamma\). Both sides are positive, so taking reciprocals reverses the inequality:
\[
\frac1{s_\beta}+\frac{x_\beta}{K_\beta}>\frac{a_\gamma}{a_\beta s_\gamma}.
\]
Hence a vanishingly thin \(\gamma\) layer grows when \(x_\beta>x_{\rm crit}\), with
\[
x_{\rm crit}=K_\beta\left(\frac{a_\gamma}{a_\beta s_\gamma}-\frac1{s_\beta}\right). \tag{5}
\]
The \(\beta\) layer must become thick enough for its own diffusion resistance to cut the supply of A to \(a_\beta/a_\gamma\) times what the \(\gamma\) interfaces can pass.

A positive threshold requires \(s_\beta>(a_\beta/a_\gamma)s_\gamma\), so it is not enough that \(\gamma\) reacts more slowly than \(\beta\). If \(s_\gamma<s_\beta<(a_\beta/a_\gamma)s_\gamma\), two thin layers start inside the window and grow together. If \(s_\beta<s_\gamma\), the roles are exchanged: a thin \(\beta\) layer passes \(s_\beta\), and by (1) it grows once \(J_\gamma<s_\beta\), that is, once \(x_\gamma>K_\gamma(1/s_\beta-1/s_\gamma)\).

The limit \(s_\gamma\to\infty\) shows what the barrier does. Equation (5) then gives \(-K_\beta/s_\beta\), which is not positive, and a sufficiently thin \(\gamma\) layer grows beside \(\beta\) of any thickness. In this model it is the finite interface rate of \(\gamma\) that makes suppression of \(\gamma\) possible; with \(s_\gamma\to\infty\) and finite \(s_\beta\), it is a thin \(\beta\) layer that is consumed while \(x_\gamma<K_\gamma/s_\beta\).

For a \(\gamma\) layer of finite thickness, inserting (4) for both layers in (3) gives
\[
a_\gamma\left(\frac1{s_\gamma}+\frac{x_\gamma}{K_\gamma}\right)
<a_\beta\left(\frac1{s_\beta}+\frac{x_\beta}{K_\beta}\right).
\]
Dividing by \(a_\beta\), multiplying by \(K_\beta\) and using (5), one finds
\[
x_\beta>x_{\rm crit}+\frac{a_\gamma K_\beta}{a_\beta K_\gamma}\,x_\gamma . \tag{6}
\]
Thus below \(x_{\rm crit}\) a \(\gamma\) layer of any thickness is shrinking at that moment. It need not vanish, because \(\beta\) may grow past the line (6) before a thick \(\gamma\) layer is gone.

Once joint growth has begun, it continues as long as both \(\alpha\) and \(\delta\) last. On the edge where \(\gamma\) is stationary, \(J_\beta/J_\gamma=a_\beta/a_\gamma>1\), so \(\beta\) grows and carries the couple into the region (6). On the other edge \(J_\beta=J_\gamma\), so \(\beta\) is stationary while \(dN_\gamma/dt=J_\gamma/a_\gamma>0\). The thickening of \(\gamma\) lowers \(J_\gamma\) and raises the flux ratio above 1. The motion points inward on both edges.

The time needed to reach the threshold requires one more assumption. While \(\gamma\) is absent, \(\beta\) touches \(\delta\), and each B atom converted there takes \(a_\beta\) atoms of A. If \(K_\beta\) and \(s_\beta\) are the same as with \(\gamma\) present,
\[
\frac{dx_\beta}{dt}=\frac{v_\beta}{a_\beta}\,\frac1{1/s_\beta+x_\beta/K_\beta}
\quad\Longrightarrow\quad
\frac{x_\beta^2}{2K_\beta}+\frac{x_\beta}{s_\beta}=\frac{v_\beta}{a_\beta}\,t , \tag{7}
\]
for growth from zero thickness.

For an example, let \(\beta\) be Ni\(_2\)Si and \(\gamma\) be NiSi at 573 K, so that \(a_\beta=2\) and \(a_\gamma=1\). Rough volumes per Si atom are 0.033 and 0.024 nm\(^3\), and a Ni atom in the metal takes 0.011 nm\(^3\). For Ni\(_2\)Si take \(D=2000\) nm\(^2\)/s, \(\Delta C=0.6\) nm\(^{-3}\) and 400 nm/s for each interface constant. For NiSi take 1000 nm\(^2\)/s, 0.4 nm\(^{-3}\) and 10 nm/s. Two equal interfaces in series halve the constant, so
\[
K_\beta=1200,\quad K_\gamma=400\ \text{nm}^{-1}\text{s}^{-1};\qquad
s_\beta=120,\quad s_\gamma=2\ \text{nm}^{-2}\text{s}^{-1}.
\]
With both layers thin the flux ratio is 60, far above the limit of 2 for NiSi growth. Equation (5) gives
\[
x_{\rm crit}=1200\left(\frac1{2\times2}-\frac1{120}\right)=300-10=290\ \text{nm},
\]
or 2900 Å. Solving the time-dependent diffusion equation in the growing Ni\(_2\)Si layer, instead of taking the flux as uniform, lowers this by about 1 nm. At this thickness the Ni\(_2\)Si flux has fallen to 4 nm\(^{-2}\)s\(^{-1}\), twice \(s_\gamma\). By (6), each nanometre of NiSi already present raises the threshold by 1.5 nm.

The Ni\(_2\)Si layer at threshold contains \(a_\beta x_{\rm crit}/v_\beta\) Ni atoms per area. The metal film that supplies them has thickness \(2\times290\times0.011/0.033=193\) nm. From (7), the time is
\[
t=\frac{2}{0.033}\left(\frac{290^2}{2400}+\frac{290}{120}\right)\approx2270\ \text{s},
\]
or 38 min.

A 30 nm Ni film therefore never reaches the threshold. It makes \(30\times0.033/(2\times0.011)=45\) nm of Ni\(_2\)Si, in 74 s by (7). Suppose instead that the film is slightly thicker, a little over 32 nm, so that nickel remains, and that a 2 nm NiSi layer lies under 45 nm of Ni\(_2\)Si. Then \(J_\beta=1/(1/120+45/1200)\approx21.8\) and \(J_\gamma\approx1.98\) nm\(^{-2}\)s\(^{-1}\). Equation (2) gives \(0.024\times(1.98-19.8)\approx-0.43\) nm/s. Numerical integration of (1) and (2), with nickel still supplied, makes the layer vanish after 4.8 s, when Ni\(_2\)Si has reached 48 nm.

The exhaustion of nickel changes the balance. At the outer face of \(\beta\) no A enters, and B finds no A to react with, so in the quasi-steady state both fluxes through \(\beta\) vanish. Hence \(J_\beta=0\), and (2) becomes
\[
\frac{dN_\gamma}{dt}=J_\gamma\left(\frac1{a_\gamma}+\frac1{a_\beta-a_\gamma}\right)
=\frac{a_\beta J_\gamma}{a_\gamma(a_\beta-a_\gamma)}>0 .
\]
Now \(\gamma\) grows at any thickness and consumes \(\beta\). Integration with (4) from \(x_\gamma=0\) gives
\[
\frac{x_\gamma^2}{2K_\gamma}+\frac{x_\gamma}{s_\gamma}
=\frac{v_\gamma a_\beta}{a_\gamma(a_\beta-a_\gamma)}\,t .
\]
All the nickel of the 30 nm film ends in NiSi of thickness \(30\times0.024/0.011=65.5\) nm. The left side is then \(5.4+32.7=38.1\) nm\(^3\)s, and division by 0.048 nm\(^3\) gives 793 s. The larger term comes from the interfaces, so with these chosen constants NiSi thickens almost linearly in time. Where NiSi is seen to grow parabolically at such thicknesses, \(K_\gamma/s_\gamma\) must lie far below the 200 nm used here, and the first term of (5), which equals \(a_\gamma K_\beta/(a_\beta K_\gamma)\) times \(K_\gamma/s_\gamma\), is smaller in proportion at fixed \(K_\beta/K_\gamma\). The model thus produces the sequence Ni\(_2\)Si, then NiSi, without forbidding NiSi thermodynamically.

In a thick couple the metal lasts. Integrating (1) and (2) numerically from \(x_\beta=x_{\rm crit}\), \(x_\gamma=0\) gives 667 nm of Ni\(_2\)Si and 157 nm of NiSi at 4 h, counted from the start of the reaction. At 24 h the values are 1587 and 641 nm. The ratio \(r=x_\gamma/x_\beta\) is still rising, and its late value follows from \(J_i\to K_i/x_i\). With \(\kappa=K_\beta/K_\gamma\), the flux ratio is \(J_\beta/J_\gamma=\kappa r\). Then (1) and (2) give
\[
\frac{dx_\beta}{dt}=\frac{v_\beta J_\gamma}{a_\beta-a_\gamma}(\kappa r-1),\qquad
\frac{dx_\gamma}{dt}=\frac{v_\gamma J_\gamma}{a_\beta-a_\gamma}\left(\frac{a_\beta}{a_\gamma}-\kappa r\right).
\]
Since \(x_\beta\,dr/dt=dx_\gamma/dt-r\,dx_\beta/dt\),
\[
x_\beta\frac{dr}{dt}=\frac{J_\gamma}{a_\beta-a_\gamma}
\left[\frac{v_\gamma a_\beta}{a_\gamma}-(v_\gamma\kappa-v_\beta)r-v_\beta\kappa r^2\right].
\]
The bracket is positive at \(r=0\) and has one positive root, above which it is negative, so \(r\) moves towards that root from either side. Here \(\kappa=3\), and the equation \(0.099r^2+0.039r-0.048=0\) gives \(r=0.527\). The interface constants have dropped out: they delay NiSi but do not set its final share. These values belong to the two-compound model. The Ni–Si system has further silicides, among them Ni-richer phases, Ni\(_3\)Si\(_2\) between Ni\(_2\)Si and NiSi, and NiSi\(_2\), which are left out here and can appear in thick couples.

How far do these numbers bear on real nickel contacts? The diffusion data are illustrative and give Ni\(_2\)Si growing alone, once diffusion limits it, a parabolic constant \(2v_\beta K_\beta/a_\beta\approx40\) nm\(^2\)/s. The interface constants are chosen, not measured, so 290 nm illustrates the model and does not predict a measured threshold. Doubling both NiSi interface constants, with all else fixed, lowers it to \(150-10=140\) nm. Real films also conduct along grain boundaries, so \(K_\beta\) depends on grain size; at fixed \(s_\beta\) and \(s_\gamma\), (5) is proportional to it. If all interface constants had an activation energy 0.2 eV above that of diffusion, an assumed value, then heating to 598 K at fixed \(\Delta C\) would multiply \(x_{\rm crit}\) by \(\exp[(0.2\ \text{eV}/k_B)(1/598\ \text{K}-1/573\ \text{K})]\), giving 245 nm.

The energies of the phases show two further limits. Take rough formation energies of \(-1.5\) eV for Ni\(_2\)Si and \(-0.9\) eV for NiSi, per Si atom, and neglect entropy. Where the two silicides meet, \(2\mu_{\rm Ni}+\mu_{\rm Si}=-1.5\) eV and \(\mu_{\rm Ni}+\mu_{\rm Si}=-0.9\) eV, so \(\mu_{\rm Ni}=-0.60\) eV relative to the metal. Where Ni\(_2\)Si touches Si, \(\mu_{\rm Si}=0\) and \(\mu_{\rm Ni}=-0.75\) eV. The drop across Ni\(_2\)Si is 1.25 times larger without NiSi. If the flux scaled with this drop, the threshold would be reached in 30 min instead of 38. That scaling needs a mobility independent of \(\mu_{\rm Ni}\). The drop is 12 \(k_BT\), and for defects whose concentration varies as \(\exp(\pm\mu_{\rm Ni}/k_BT)\) the factor on \(K_\beta\) would be 1.0 or about 21 instead of 1.25. Its position would not move, because (5) uses the boundary with NiSi present. A film stress of 1 GPa, a rough value, times the Ni atomic volume is 0.069 eV, or 11 percent of the 0.60 eV drop. If that changed \(\Delta C_\beta\) by the same fraction and left NiSi alone, the 300 nm term would shift by about 34 nm. Since 0.069 eV is 1.4 \(k_BT\), transport by such defects could instead change \(K_\beta\) by a factor between 1 and 4.

The second limit is nucleation, which (5) does not describe. Making one NiSi from half a Ni\(_2\)Si and half a Si gains \(0.9-0.75=0.15\) eV, or \(g=0.15/0.024=6.25\) eV/nm\(^3\). For a spherical nucleus with a rough net interface energy \(\sigma=0.2\) J/m\(^2\), the energy \(4\pi r_n^2\sigma-\tfrac43\pi r_n^3g\) is largest at \(r_n=2\sigma/g=0.40\) nm. Its height there is \(16\pi\sigma^3/(3g^2)=0.83\) eV, about 17 \(k_BT\). A seed as thick as the nucleus diameter raises the growth threshold by only 1.2 nm, but the barrier varies as \(\sigma^3/g^2\) and is known only roughly. With \(\sigma=0.25\) J/m\(^2\) it is 33 \(k_BT\), a change of \(\pm0.05\) eV in the NiSi energy moves it between 0.47 and 1.9 eV, the nucleus holds only about 11 formula units, and misfit strain is neglected. Towards the upper end of this range nucleation may delay NiSi well beyond \(x_{\rm crit}\). A late appearance of NiSi is therefore not by itself evidence for slow interface reactions. Equation (5) states when a NiSi layer that has already formed, and is still thin, can grow beside Ni\(_2\)Si while nickel is still supplied.

Numbers in the example were calculated in double precision.
